# Quenching of orbital angular momentum in nondegenerate and cubic E levels, part 1

(Sections cited here and not found follow in the later parts.)

## The theorem

Units are $\hbar = 1$, so angular momenta are pure numbers. For $N$ electrons

$$L_k = -i\sum_{n=1}^{N}\sum_{c,d}\epsilon_{kcd}\,x^{(n)}_c\,\frac{\partial}{\partial x^{(n)}_d},\qquad k = x,y,z .$$

A state is an antisymmetric function $\Psi(\mathbf r_1\sigma_1,\dots,\mathbf r_N\sigma_N)$ with $\sigma_n = \pm\tfrac12$, and $\langle\Phi|\Psi\rangle$ is the integral of $\Phi^*\Psi$ over all positions, summed over all $\sigma_n$. A state is called real if all its spin components are real functions.

The assumptions are these.

- (H1) The Hamiltonian is $H_0 = -\sum_n \nabla_n^2/2m + V(\mathbf r_1,\dots,\mathbf r_N)$ with a real function $V$, which holds the attraction to the nucleus, the field of the surroundings and the repulsion between electrons. There is no spin-orbit term and no magnetic field.
- (H2) The states are bound: they fall off fast enough that surface terms at infinity vanish in an integration by parts.
- (H3) For part (B) only: $V(R\mathbf r_1,\dots,R\mathbf r_N) = V(\mathbf r_1,\dots,\mathbf r_N)$ for every matrix $R$ of one of the cubic groups $O$, $T_d$, $O_h$, defined in full below.

Since $H_0$ contains no spin operator, it commutes with $\mathbf S^2$ and $S_z$. A *level* means the space $\mathcal V$ of all antisymmetric eigenfunctions with given energy, $S$ and $M_S$, and its dimension is the orbital degeneracy. For one electron a level is a space of orbitals times a fixed spin function. A level is *quenched* if $\langle a|L_k|b\rangle = 0$ for all $a,b$ in $\mathcal V$ and all $k$.

**Theorem.** (A) Under (H2), every real state has $\langle L_k\rangle = 0$. Under (H1) and (H2), the state of an orbitally nondegenerate level is real up to a constant phase, and the level is quenched. (B) Under (H1) to (H3), a level of symmetry $E$ is quenched: $\mathbf L$ transforms as $T_1$, a matrix element inside the level needs $T_1$ to occur in $E\times E$, and $E\times E = A_1 + A_2 + E$ contains no $T_1$.

Reality alone makes the expectation value vanish. Nondegeneracy guarantees that the state is real up to a phase and that this expectation value is the only matrix element inside the level. The statement concerns matrix elements inside one level. It says nothing against $\langle \mathbf L^2\rangle \neq 0$ or against elements between different levels, and these elements let the spin-orbit coupling restore a moment of order $\zeta/\Delta$ (Proposition 9). Elements of $L_k$ between different $M_S$ or different $S$ vanish because $L_k$ commutes with $S_z$ and $\mathbf S^2$, so working at fixed $S$, $M_S$ loses nothing.

## Real states

**Lemma 1.** Under (H1), complex conjugation maps every level into itself. Every level has an orthonormal basis of real states. The state of a nondegenerate level becomes real on multiplication by a constant phase.

*Proof.* Let $K\Psi = \Psi^*$, taken component by component. The complex conjugate of $H_0\Psi = E\Psi$ is $H_0\Psi^* = E\Psi^*$, because $\nabla^2$, $V$ and $E$ are real. Conjugation keeps the sign change under exchange of two electrons. In the basis $\sigma = \pm\tfrac12$ the matrices of $s_z$, $s_+$ and $s_-$ are real, so $S_z$ and $\mathbf S^2 = S_-S_+ + S_z^2 + S_z$ are real and $\Psi^*$ has the same $S$ and $M_S$. Thus $\Psi^*\in\mathcal V$.

It follows that $\operatorname{Re}\Psi = (\Psi+\Psi^*)/2$ and $\operatorname{Im}\Psi = (\Psi-\Psi^*)/2i$ lie in $\mathcal V$. Since $\Psi = \operatorname{Re}\Psi + i\operatorname{Im}\Psi$, the real states span $\mathcal V$. Choose a basis among them and apply Gram-Schmidt orthogonalization. All overlaps of real states are real, so the orthonormal states are real.

If $\dim\mathcal V = 1$, then $\Psi^* = c\Psi$, and equal norms give $c = e^{i\alpha}$. The state $\Phi = e^{i\alpha/2}\Psi$ obeys $\Phi^* = e^{-i\alpha/2}e^{i\alpha}\Psi = \Phi$. $\square$

**Lemma 2.** Under (H2), for real states $a$ and $b$, $\langle a|L_k|b\rangle = -iX^{(k)}_{ab}$ with $X^{(k)}_{ab}$ real and $X^{(k)}_{ab} = -X^{(k)}_{ba}$.

*Proof.* Take $k=z$, one electron coordinate and one spin component; the other coordinates are spectators, and $k=x,y$ follow by cyclic renaming. Write $L_z = -i\Lambda$ with $\Lambda = x\partial_y - y\partial_x$. The number $X_{ab} = \int a\,\Lambda b$ is an integral of real functions and is real. The product rule gives

$$a\,\Lambda b + b\,\Lambda a = x\,\partial_y(ab) - y\,\partial_x(ab) = \partial_y(x\,ab) - \partial_x(y\,ab),$$

where the last step uses $\partial_y x = 0$ and $\partial_x y = 0$. Each term on the right is a total derivative, and its integral is a surface term that vanishes by (H2). Hence $X_{ab} + X_{ba} = 0$. Sums over electrons and spin components keep both properties. $\square$

*Proof of part (A).* Setting $a=b$ in Lemma 2 gives $X_{aa} = -X_{aa}$, so $\langle a|L_k|a\rangle = 0$ for a real state. For a nondegenerate level, Lemma 1 gives $\Psi = e^{-i\alpha/2}\Phi$ with $\Phi$ real, and $\langle\Psi|L_k|\Psi\rangle = e^{i\alpha/2}e^{-i\alpha/2}\langle\Phi|L_k|\Phi\rangle = 0$. This is the only matrix element inside the level. $\square$

**Remark (currents).** For one electron $\langle\mathbf L\rangle = \int\mathbf r\times\psi^*(-i\nabla)\psi$. The expectation value is real, and the real part of $-i\psi^*\nabla\psi$ is $\operatorname{Im}(\psi^*\nabla\psi) = m\mathbf j$, with $\mathbf j$ the probability current density. So $\langle\mathbf L\rangle = m\int\mathbf r\times\mathbf j$. With $\psi = |\psi|e^{i\beta(\mathbf r)}$ one finds $m\mathbf j = |\psi|^2\nabla\beta$. A state with constant phase is a standing wave and carries no current at any point. The conjugate state $\psi^*$ carries the reversed current at the same energy; if the level holds a single state, the current must equal its own reverse.

**Remark (degenerate levels).** In a degenerate level each real basis state has $\langle L_k\rangle = 0$, but the level need not be quenched, because the off-diagonal $X_{ab}$ may survive. For a doublet with real basis $u,v$ and $X_{uv} = \xi$,

$$L_k \to \begin{pmatrix}0 & -i\xi\\ i\xi & 0\end{pmatrix},$$

with eigenvalues $\pm\xi$ and eigenvectors $(u\pm iv)/\sqrt2$. A weak magnetic field or a spin-orbit term selects these complex combinations in first order. Reality reduces a doublet to three real numbers $\xi_x,\xi_y,\xi_z$, and part (B) is the statement that cubic symmetry sets them to zero.

**Remark (magnetic field).** A term $bL_z$ changes sign under $K$, and Lemma 1 fails. For a nondegenerate state $|0\rangle$ first-order perturbation theory gives $|0'\rangle = |0\rangle - b\sum_{n\ne0}|n\rangle\langle n|L_z|0\rangle/(E_n-E_0)$, so that

$$\langle L_z\rangle = -2b\sum_{n\neq0}\frac{|\langle n|L_z|0\rangle|^2}{E_n-E_0} + O(b^3).$$

There is no term of order $b^2$: $K$ carries the state at $b$ into the state at $-b$ and reverses $L_z$, so $\langle L_z\rangle$ is odd in $b$.

For the ground state every term has the same sign, and this induced $\langle L_z\rangle$ vanishes only if $L_z|0\rangle = 0$. Quenching removes the permanent moment and leaves the induced one. A uniform magnetic field also adds a term quadratic in the field, proportional to $\sum_n(x_n^2+y_n^2)$. Its diamagnetic moment is likewise linear in the field, is opposite in sign to the induced moment of the ground state, remains when $L_z|0\rangle = 0$, and is not contained in the formula above.

**Remark (spin-orbit coupling).** $K$ reverses all three $l_k$ but only $s_y$, whose matrix is the imaginary one, so it does not commute with $\mathbf l\cdot\mathbf s$. The full time reversal $\Theta = \big(\prod_n i\sigma_y^{(n)}\big)K$ does. Conjugation sends $(\sigma_x,\sigma_y,\sigma_z)$ to $(\sigma_x,-\sigma_y,\sigma_z)$, and the transformation with $\sigma_y$ then sends this to $(-\sigma_x,-\sigma_y,-\sigma_z)$, so $\Theta$ reverses both $\mathbf l$ and $\mathbf s$. If a level of the full Hamiltonian holds one state only, spin included, then $\Theta\Psi = e^{i\alpha}\Psi$, and $\langle\Theta\Phi|\Theta\Psi\rangle = \langle\Phi|\Psi\rangle^*$ gives $\langle\Psi|L_k\Psi\rangle^* = \langle\Theta\Psi|\Theta L_k\Psi\rangle = -\langle\Theta\Psi|L_k\Theta\Psi\rangle = -\langle\Psi|L_k\Psi\rangle$, so the real number $\langle L_k\rangle$ is again zero. For one electron $\Theta^2 = (i\sigma_y)^2 = -1$, whereas $\Theta\Psi = e^{i\alpha}\Psi$ would give $\Theta^2\Psi = e^{-i\alpha}e^{i\alpha}\Psi = \Psi$. Every one-electron level is therefore degenerate once spin is counted, and this argument does not protect it.

## The cubic groups

A signed permutation matrix has one entry $\pm1$ in each row and column. It can be written $R = SP$ with $S$ a diagonal matrix of signs and $P$ a permutation matrix, and it is orthogonal, $R^{-1} = R^T$. Let $s(R)$ be the product of the three signs and $\operatorname{sgn}R = \det P$ the sign of the permutation. Then $\det R = s(R)\operatorname{sgn}R$. Both $\det$ and $\operatorname{sgn}$ are multiplicative, hence so is $s$.

- $O_h$ is the set of all $6\times 8 = 48$ such matrices, the symmetry group of a cube with axes $x,y,z$.
- $O$ is the set of the 24 with $\det R = +1$, the proper rotations.
- $T_d$ is the set of the 24 with $s(R) = +1$. They leave the function $xyz$ unchanged and so permute the four cube corners with $xyz>0$, which form a tetrahedron.

All three contain the twofold rotations $C_{2x} = \operatorname{diag}(1,-1,-1)$, $C_{2y} = \operatorname{diag}(-1,1,-1)$, $C_{2z} = \operatorname{diag}(-1,-1,1)$ and the threefold rotation $C$ that sends the unit vectors $\mathbf e_x\to\mathbf e_y\to\mathbf e_z\to\mathbf e_x$. The identity and the three twofold rotations are the four sign matrices with $s=+1$; they form the subgroup $D_2$.

The elements of $O$ sort by permutation and trace. For each permutation, $\det R = 1$ leaves four sign choices. The identity permutation gives the identity $E$ (trace $3$) and $3C_2$ (trace $-1$). The two cyclic permutations give eight matrices with empty diagonal, $8C_3$ (trace $0$). The exchange $x\leftrightarrow y$ has $R_{xy} = a$, $R_{yx} = b$, $R_{zz} = c$ with $\det R = -abc = 1$ and trace $c$. The case $c = 1$, $ab=-1$ is a rotation by $\pm90^\circ$ about $z$, and $c=-1$, $ab = 1$ is a rotation by $180^\circ$ about $(1,\pm1,0)$. The three exchanges give $6C_4$ (trace $1$) and $6C_2'$ (trace $-1$).

Define $A(R) = (\det R)\,R$. It is multiplicative, and $\det A = (\det R)^4 = 1$, so $A(R)\in O$ with the same permutation as $R$. On $O$, $A(R) = R$. On $T_d$ the map is one-to-one: $A(R) = 1$ requires $R = \pm1$, and $-1$ has $s=-1$ and is not in $T_d$. It thus carries the 24 elements of $T_d$ onto those of $O$. In $T_d$, $\det R = \operatorname{sgn}R$, so the exchanges are $R = -A$: the six $S_4$ correspond to $6C_4$ and the six mirrors $\sigma_d$ to $6C_2'$. On $O_h$, $R$ and $-R$ share one $A$.

The group acts on states by $(U_R\Psi)(\mathbf r_1,\dots) = \Psi(R^{-1}\mathbf r_1,\dots)$, with spin labels untouched. Then $U_{R_1}U_{R_2} = U_{R_1R_2}$, since $R_2^{-1}R_1^{-1} = (R_1R_2)^{-1}$, and $U_R$ is unitary because $|\det R| = 1$. By (H3) it commutes with $H_0$, and it keeps antisymmetry, $S$, $M_S$ and reality. In a real orthonormal basis of a level, $U_R|b\rangle = \sum_{b'}|b'\rangle D_{b'b}(R)$ defines real orthogonal matrices with $D(R_1)D(R_2) = D(R_1R_2)$. The character is $\chi(R) = \operatorname{tr}D(R)$. The representation is irreducible if no subspace other than zero and the whole level is mapped into itself by all $D(R)$.

The names used are these: $A_1$ is $D=1$, $A_2$ is $D = \operatorname{sgn}R$, $T_1$ is $D = A(R)$, $T_2$ is $D = (\operatorname{sgn}R)A(R)$, and $E$ is any irreducible representation of dimension two. In $O_h$ these forms carry the label $g$, and multiplication by $\det R$ gives the label $u$.

**Lemma 3.** $U_RL_kU_R^{-1} = \sum_jL_jA_{jk}(R)$. Thus $\mathbf L$ transforms as $T_1$ ($T_{1g}$ in $O_h$), and $T_1$ is irreducible.

*Proof.* It suffices to treat one electron. With $g = U_R^{-1}f$, that is $g(\mathbf r) = f(R\mathbf r)$,

$$(U_Rx_cU_R^{-1}f)(\mathbf r) = (R^{-1}\mathbf r)_c\,f(\mathbf r) = \sum_ax_aR_{ac}\,f(\mathbf r).$$

The chain rule gives $\partial_dg(\mathbf r) = \sum_b(\partial_bf)(R\mathbf r)R_{bd}$, and applying $U_R$ replaces $R\mathbf r$ by $\mathbf r$, so $U_R\partial_dU_R^{-1} = \sum_b\partial_bR_{bd}$. Therefore

$$U_RL_kU_R^{-1} = -i\sum_{a,b}\Big(\sum_{c,d}\epsilon_{kcd}R_{ac}R_{bd}\Big)x_a\partial_b .$$

The definition of the determinant is $\sum_{m,c,d}\epsilon_{mcd}R_{jm}R_{ac}R_{bd} = (\det R)\,\epsilon_{jab}$. Multiply by $R_{jk}$, sum over $j$ and use $\sum_jR_{jk}R_{jm} = \delta_{km}$:

$$\sum_{c,d}\epsilon_{kcd}R_{ac}R_{bd} = (\det R)\sum_jR_{jk}\,\epsilon_{jab}.$$

Insertion gives $\sum_j(\det R)R_{jk}\big(-i\sum_{ab}\epsilon_{jab}x_a\partial_b\big) = \sum_jL_jA_{jk}$. The factor $\det R$ is the axial nature of $\mathbf L$: inversion reverses $\mathbf r$ and $\nabla$ and leaves their cross product alone.

For irreducibility, let $\mathbf w\neq0$ lie in an invariant subspace, with say $w_x\neq0$. Then $\mathbf w + C_{2x}\mathbf w = 2w_x\mathbf e_x$ lies in it, and $C$ produces $\mathbf e_y$ and $\mathbf e_z$. $\square$

**Lemma 4.** On an invariant space of dimension one or two, $D(C_{2x}) = D(C_{2y}) = D(C_{2z}) = 1$.

*Proof.* The three matrices are symmetric (each is orthogonal and its own inverse), they commute, and their product is the unit matrix, because the same holds for the three rotations. They have a common basis of eigenvectors. Each eigenvector has signs $(a,b,c)$ under $(C_{2x},C_{2y},C_{2z})$ with $abc = 1$, which allows four *types*: $(+++)$, $(+--)$, $(-+-)$, $(--+)$. Vectors of different type are orthogonal, being eigenvectors of some symmetric matrix with different eigenvalues.

The rotation $C$ carries the $x$ axis to the $y$ axis, so $C_{2y}C = CC_{2x}$, and likewise $C_{2z}C = CC_{2y}$, $C_{2x}C = CC_{2z}$. If $v$ has type $(a,b,c)$, then $D(C_{2y})D(C)v = D(C)D(C_{2x})v = aD(C)v$, and in the same way $D(C)v$ has sign $b$ under $C_{2z}$ and $c$ under $C_{2x}$. Its type is $(c,a,b)$. This cycles $(+--)\to(-+-)\to(--+)\to(+--)$. One vector of any of these types would bring two more, mutually orthogonal, and the dimension would be at least three. So every basis vector has type $(+++)$. $\square$

Part (A) of the theorem is proved, and for part (B) we know that $\mathbf L$ transforms as $T_1$ and that the three half turns act as the identity on every level of dimension one or two. It remains to prove part (B), to illustrate it in the $d$ shell, and to see what spin-orbit coupling does to a quenched level.
